Screening radius and dielectric function in Resta's Thomas-Fermi semiconductor

**Problem**

A static point charge Z > 0 is placed in a semiconductor. In Resta's model the valence electrons form a uniform gas of density n0 on a neutralizing background. They respond to the charge by linearized Thomas-Fermi theory, but only inside a sphere of radius R centred on it. Outside the sphere the density is n0, and the potential is that of the charge reduced by the static dielectric constant ε0 = ε(0) > 1, which is given.

(a) Find the potential, and the condition that fixes R. Show that R is unique.

(b) Find how much screening charge lies within a distance r of the point charge.

(c) Derive the dielectric function ε(k), and examine its limits.

(d) Evaluate R for silicon and germanium and compare it with the bond lengths. Decide how much the comparison says about the model.

Use Hartree atomic units, with lengths in bohr. V(r) is the potential energy of an electron, k is the wavenumber of the perturbation, and q is the Thomas-Fermi wavenumber. For (d), take the rough lattice constants 5.4 Å (Si) and 5.7 Å (Ge), the rough dielectric constants 12 and 16, and four valence electrons per atom.

**Solution**

**(a) The potential and the radius**

In Thomas-Fermi theory the highest kinetic energy plus the potential energy is the same at every point where the gas responds. Let A be the value of V at which the density equals n0. Then

n(r) = [kF² − 2(V − A)]^(3/2) / (3π²), kF = (3π²n0)^(1/3).

To first order in V − A,

n − n0 = −(3/2) · 2kF (V − A)/(3π²) = −(kF/π²)(V − A).

Electrons repel an electron, so excess density raises V at its source, and Poisson's equation away from the origin reads ∇²V = −4π(n − n0). Hence

∇²V = q²(V − A) for 0 < r < R, q² = 4kF/π.

Outside the sphere V = −Z/(ε0r). The model further postulates that the density joins n0 continuously at r = R. This is an added assumption: if A were left free, V and V′ could be matched at any R, at the price of a finite jump in the density there. Continuity of the density requires

A = V(R) = −Z/(ε0R).

In a metal A would be zero, because the gas responds out to infinity, where V vanishes. Here the Thomas-Fermi condition is given up outside R. This is how the model represents, without deriving it, the inability of a gapped system to screen a charge completely.

For a spherical function ∇²V = (1/r) d²(rV)/dr², so w = r(V − A) obeys w″ = q²w. Its general solution is

w = α sinh[q(R − r)] + β cosh[q(R − r)].

The condition w(R) = 0 gives β = 0. Near the origin the bare charge dominates, so rV → −Z and w(0) = −Z, which gives α = −Z/sinh(qR). Therefore

V(r) = −(Z/r) sinh[q(R − r)]/sinh(qR) − Z/(ε0R), r < R.

One condition remains. The charge density is finite at R, so a thin shell there holds a vanishing charge, and by Gauss's law V′ is continuous. In the inner derivative at R, the term from differentiating 1/r vanishes with the sinh, and the other term gives

V′(R⁻) = Zq/[R sinh(qR)].

The outer derivative is V′(R⁺) = Z/(ε0R²). Equating the two,

sinh(qR)/(qR) = ε0.

With x = qR, the left side is

sinh(x)/x = 1 + x²/6 + x⁴/120 + …

All coefficients are positive, so this function rises steadily from 1 to infinity for x > 0. Each ε0 > 1 thus gives one positive root, and one radius. The charge Z has dropped out, as it must in linear response.

**(b) The screening charge**

Let N(r) be the number of excess electrons within r. Gauss's law gives r²V′ = Z − N(r). Differentiating the inner potential,

r²V′ = Z {sinh[q(R − r)] + qr cosh[q(R − r)]}/sinh(qR),

and so

N(r)/Z = 1 − {sinh[q(R − r)] + qr cosh[q(R − r)]}/sinh(qR).

At r = R this becomes 1 − qR/sinh(qR) = 1 − 1/ε0. The charge left unscreened is Z/ε0, in agreement with the outer potential. The radius R is therefore where screening is complete in the dielectric sense, and not where the charge is neutralized.

**(c) The dielectric function**

The Fourier transform of the bare potential is −4πZ/k². With the screening electrons included it is −4π[Z − N(k)]/k², where

N(k) = ∫₀ᴿ (n − n0) [sin(kr)/(kr)] 4πr² dr.

The ratio of total to bare potential defines 1/ε(k), so

1/ε(k) = 1 − N(k)/Z.

Since kF/π² = q²/(4π), the excess density is

n − n0 = [Zq²/(4πr)] sinh[q(R − r)]/sinh(qR).

Inserting this gives

N(k)/Z = q² I/[k sinh(qR)], I = ∫₀ᴿ sinh[q(R − r)] sin(kr) dr.

A first integration by parts yields

I = sinh(qR)/k − (q/k) ∫₀ᴿ cosh[q(R − r)] cos(kr) dr.

A second one turns the remaining integral into sin(kR)/k + (q/k)I. Thus

I = sinh(qR)/k − q sin(kR)/k² − (q²/k²) I.

Multiplying by k² and collecting I,

I = [k sinh(qR) − q sin(kR)]/(q² + k²).

Then

1/ε(k) = 1 − q²/(q² + k²) + q³ sin(kR)/[k sinh(qR)(q² + k²)]
= {k² + q³ sin(kR)/[k sinh(qR)]}/(q² + k²).

The condition from (a) lets us write sinh(qR) = ε0qR, and the result is

ε(k) = (q² + k²) / [k² + (q²/ε0) sin(kR)/(kR)].

Bounds. For k > 0, sinh(qR) > qR and sin(kR) < kR, so I > 0 and N(k) > 0. The excess density is positive inside R and sin(kr)/(kr) < 1 there, so N(k) < N(R) = Z(1 − 1/ε0). Together these give 1 < ε(k) < ε0, and the denominator has no zero.

Long waves. Put sin(kR)/(kR) ≈ 1 − k²R²/6 and take the factor q²/ε0 out of the denominator:

ε(k) ≈ ε0 (1 + k²/q²)/[1 + k²(ε0/q² − R²/6)]
≈ ε0 + ε0[(1 − ε0)/q² + R²/6] k².

With ε0 = sinh(x)/x, the bracket equals −(x⁴/120 + …)/q². It is negative, so screening weakens as k grows from zero.

Short waves. The sine term in the denominator becomes negligible beside k², and ε(k) → 1 + q²/k², the Thomas-Fermi function of a metal with the same density. At such wavelengths the finite extent of the screening cloud no longer matters.

Large and small ε0. As ε0 → ∞ the root R goes to infinity. The ratio sinh[q(R − r)]/sinh(qR) tends to exp(−qr), which gives the exponentially screened potential of a metal, and ε(k) → 1 + q²/k² at each fixed k > 0. As ε0 → 1, the series gives qR ≈ √[6(ε0 − 1)] → 0. The cloud then disappears and ε(k) → 1.

**(d) Silicon and germanium**

The cubic cell of the diamond structure holds 8 atoms, hence 32 valence electrons, and the bond length is d = (√3/4)a. For silicon a = 5.4/0.529177 = 10.20 bohr, so

n0 = 32/a³ = 0.0301 bohr⁻³,
kF = (3π²n0)^(1/3) = 0.962 bohr⁻¹,
q = (4kF/π)^(1/2) = 1.107 bohr⁻¹.

The root of sinh(x)/x = 12 is x = 4.733. As a check, sinh(4.733) ≈ 56.8, and 56.8/4.733 = 12.0. Then

R = 4.733/1.107 = 4.28 bohr = 2.26 Å,
d = 4.42 bohr = 2.34 Å,
R/d = 0.97.

For germanium the same steps give n0 = 0.0256 bohr⁻³, kF = 0.912 bohr⁻¹, q = 1.077 bohr⁻¹ and x = 5.094, so

R = 4.73 bohr = 2.50 Å,
d = 4.66 bohr = 2.47 Å,
R/d = 1.01.

Direct numerical integration of the radial equation, without the hyperbolic solution, reproduces both radii.

The screening radius is close to the bond length in both crystals. It is much larger than the decay length 1/q, which is about 0.9 bohr, because R marks the outer edge of the cloud. In silicon N(R/2)/Z = 0.683 out of a total of 0.917, so about three quarters of the screening charge lies within half the radius.

Germanium has the larger R for two reasons. Its root x is larger by the factor 5.094/4.733 = 1.08, owing to the larger ε0. Its q is smaller by the factor 1.03, owing to the lower density.

**How strong is the agreement?** The bond length enters the calculation only through the density. Taking the logarithm of the radius condition and differentiating at fixed q,

d ln ε0/d ln R = x coth(x) − 1, so d ln R/d ln ε0 = 1/[x coth(x) − 1].

This is 0.27 for silicon and 0.24 for germanium: a 10% change in ε0 moves R by less than 3%. At silicon's density, ε0 = 6 would give R/d = 0.78 and ε0 = 24 would give 1.14. A fourfold change in ε0 thus changes the ratio by a factor of less than 1.5. The near equality of R and d is a consistency of length scales and a weak test of the model. It does not show that screening must end at the nearest neighbour.

Nor should the departures from R/d = 1 be interpreted. Rounding of the inputs, by up to 0.05 Å in a and 0.5 in ε0, allows 0.95 to 0.98 for silicon and 1.00 to 1.03 for germanium, so rounding alone does not bring silicon to 1. The approximations of the model weigh more: for a charge of order one, linearization alone changes R by more than either departure. It requires 2|V − A| ≪ kF², which fails close to the charge, where |V − A| grows as Z/r. For Z = 1 in silicon, the ratio of hyperbolic sines in (a) is close to exp(−qr) at r = 1/q = 0.90 bohr, so |V − A| ≈ q exp(−1) = 0.41 hartree. There 2|V − A| = 0.81, against kF² = 0.93, and the condition is not met in the inner part of the sphere. Solving the unlinearized equation with the same outer conditions gives R = 4.06 bohr for Z = 1, which is 5% below the linear value. For Z = 0.01 and 0.02 the shifts are only about 0.004 and 0.007 bohr, nearly proportional to Z, which confirms the linear limit.

**Reading ε(k).** The k² coefficient for silicon is −71 bohr², which predicts 12 − 0.71 = 11.29 at k = 0.1 bohr⁻¹. The full formula gives 11.33. Further values are:

k = 0.5 bohr⁻¹: Si 5.08, Ge 5.20
k = 1.0 bohr⁻¹: Si 2.27, Ge 2.19
k = 2.0 bohr⁻¹: Si 1.30, Ge 1.29

Germanium screens long waves better because its ε0 is larger. At large k the order is reversed, because ε(k) − 1 ≈ q²/k² and silicon, being denser, has the larger q.

The semiconductor curve does not stay below the metallic one. Where sin(kR) < 0, the denominator of ε(k) is smaller than k², and ε(k) exceeds 1 + q²/k². The first such interval is π < kR < 2π. At its midpoint in silicon, k = 1.10 bohr⁻¹, the values are 2.05 and 2.01, a difference of about 2%. The sine comes from the upper limit of the integral for N(k), that is, from the edge of the cloud at R, so a feature this small should not be assigned to the real crystal.

**What the model leaves out.** Exchange, correlation and density-gradient terms are absent, as are germanium's 3d electrons. Thomas-Fermi theory also uses the long-wave response of the gas at every k. The short-wave form ε(k) − 1 ≈ q²/k² is therefore a property of the model: in a free electron gas treated by quantum mechanics, ε(k) − 1 falls as 1/k⁴ when k is well above 2kF, which is 1.9 bohr⁻¹ in silicon. The departure begins earlier: at silicon's density the quantum (Lindhard) value of ε(k) − 1 for the gas is about 10% below q²/k² at k = 1.0 bohr⁻¹, and 0.13 against 0.31 at k = 2.0 bohr⁻¹. The values listed above at these wavenumbers are therefore values of the model and not estimates for the crystals. The gas is uniform, so ε(k) depends on the magnitude of k alone. In a crystal, a perturbation of wavevector k also induces potentials at k plus reciprocal lattice vectors. These local fields require a dielectric matrix, and the model has no off-diagonal elements. Their effect on the macroscopic constant can enter through the supplied value of ε0, but their effect at finite k is missing.

The numerical output below gives the remaining values.

Values computed for the example and the checks

```
bohr radius = 0.529177 angstrom
Si: rough input a = 5.4 angstrom
Si: rough input eps0 = 12 (no unit)
Si: n0 = 0.03011 bohr^-3
Si: kF = 0.9625 bohr^-1
Si: q = 1.1070 bohr^-1, 1/q = 0.9033 bohr
Si: root qR = 4.7326 (no unit)
Si: R = 4.275 bohr = 2.262 angstrom
Si: d = 4.419 bohr = 2.338 angstrom
Si: R/d = 0.968 (no unit)
Si: R/d range from input rounding = 0.952 to 0.983
Si: eps0 needed for R = d: 13.61
Si: d ln R / d ln eps0 = 0.268
Si: k^2 coefficient of eps = -71.2 bohr^2
Si: screening charge/Z: total 0.9167, in R/2 0.6830
Si: share of screening charge in R/2 = 0.745
Si: at k = 1.102 bohr^-1, eps = 2.0451, metal 2.0086
Ge: rough input a = 5.7 angstrom
Ge: rough input eps0 = 16 (no unit)
Ge: n0 = 0.02561 bohr^-3
Ge: kF = 0.9118 bohr^-1
Ge: q = 1.0775 bohr^-1, 1/q = 0.9281 bohr
Ge: root qR = 5.0938 (no unit)
Ge: R = 4.727 bohr = 2.502 angstrom
Ge: d = 4.664 bohr = 2.468 angstrom
Ge: R/d = 1.014 (no unit)
Ge: R/d range from input rounding = 1.001 to 1.026
Ge: eps0 needed for R = d: 15.15
Ge: d ln R / d ln eps0 = 0.244
Ge: k^2 coefficient of eps = -147.1 bohr^2
Ge: screening charge/Z: total 0.9375, in R/2 0.7214
Ge: share of screening charge in R/2 = 0.770
Ge: at k = 0.997 bohr^-1, eps = 2.2026, metal 2.1684
k (bohr^-1), eps Si, eps Ge, metallic curve at Si density
0.10  11.330  14.658  123.548
0.25  8.806  10.255  20.608
0.50  5.083  5.196  5.902
1.00  2.275  2.195  2.225
1.50  1.543  1.511  1.545
2.00  1.303  1.290  1.306
3.00  1.136  1.128  1.136
Si density with eps0 = 6: R/d = 0.782
Si density with eps0 = 24: R/d = 1.143
Si, unlinearized, Z = 0.01: R = 4.2715 bohr
Si, unlinearized, Z = 0.02: R = 4.2680 bohr
Si, unlinearized, Z = 1.00: R = 4.0572 bohr
```
